# Choosing the number of Haydock steps for Bethe-Salpeter absorption spectra: a numerical check

```python
"""Haydock recursion for a Hermitian Bethe-Salpeter Hamiltonian H.
Result under test: Lanczos started from the dipole vector P gives
g(z) = <q1|(z-H)^(-1)|q1>, q1 = P/|P|, as a continued fraction;
n steps reproduce the moments <q1|H^k|q1> for k = 0,...,2n-1.
epsilon(w) = 1 - A [g(w+i eta) + g(-w-i eta)], A = e^2 |P|^2/(eps0 V).
a_j, b_j: diagonal and off-diagonal recursion coefficients.
Energies are in eV and lengths in angstrom."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh


def lanczos(apply_h, start, steps, reorthogonalize=False):
    """Return a_1..a_n, b_1..b_n and the Lanczos vectors as rows."""
    q = start / np.linalg.norm(start)
    previous, beta = np.zeros_like(q), 0.0
    basis, a, b = [q], [], []
    for j in range(steps):
        r = apply_h(q) - beta * previous
        alpha = np.vdot(q, r).real
        r = r - alpha * q
        if reorthogonalize:
            rows = np.array(basis)
            for _ in range(2):
                r = r - rows.T @ (rows.conj() @ r)
        beta = np.linalg.norm(r)
        a.append(alpha)
        b.append(beta)
        if j < steps - 1:
            previous, q = q, r / beta
            basis.append(q)
    return np.array(a), np.array(b), np.array(basis)


def fraction(z, a, b):
    """Continued fraction evaluated from its deepest level upwards."""
    f = np.zeros_like(np.asarray(z, dtype=complex))
    for alpha, beta in zip(a[::-1], b[::-1]):
        f = 1.0 / (z - alpha - beta**2 * f)
    return f


def tridiagonal(a, b):
    n = len(a)
    return np.diag(a) + np.diag(b[:n-1], 1) + np.diag(b[:n-1], -1)


def exact_g(z, energies, weights):
    z = np.atleast_1d(z)
    return (weights / (z[:, None] - energies)).sum(axis=1)


def check_moments(energies, weights, a, b, centre):
    """Compare eigenstate sums with powers of the tridiagonal matrix."""
    scale = np.max(np.abs(energies - centre))
    for n in (1, 2, 3, 6):
        t = tridiagonal(a[:n], b[:n]) - centre * np.eye(n)
        for k in range(2*n + 1):
            exact = np.sum(weights * (energies - centre)**k)
            approx = np.linalg.matrix_power(t, k)[0, 0]
            expected_gap = np.prod(b[:n]**2) if k == 2*n else 0.0
            assert abs(exact - approx - expected_gap) < 1e-11 * scale**k


# General test: complex Hermitian matrix and complex dipole vector.
rng = np.random.default_rng(4)
dim = 40
raw = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
h_random = (raw + raw.conj().T) / 2
p_random = rng.normal(size=dim) + 1j * rng.normal(size=dim)
e_random, v_random = np.linalg.eigh(h_random)
w_random = np.abs(v_random.conj().T @ p_random)**2
w_random /= w_random.sum()
ar, br, _ = lanczos(lambda x: h_random @ x, p_random, dim, True)
check_moments(e_random, w_random, ar, br, 0.0)
z_test = 0.7 + 0.3j
unit_p = p_random / np.linalg.norm(p_random)
direct = np.vdot(unit_p, np.linalg.solve(z_test*np.eye(dim) - h_random,
                                          unit_p))
assert abs(fraction(z_test, ar, br) - direct) < 1e-10

# Termination: a start vector containing just five eigenvectors.
chosen = [2, 9, 17, 28, 36]
p_five = v_random[:, chosen] @ np.array([1, 2j, -1, 1+1j, 0.5])
af, bf, _ = lanczos(lambda x: h_random @ x, p_five, 5, True)
five_direct = np.vdot(p_five, np.linalg.solve(
    z_test*np.eye(dim) - h_random, p_five)) / np.vdot(p_five, p_five)
assert bf[-1] < 1e-9 and np.min(bf[:-1]) > 1e-3
assert abs(fraction(z_test, af, bf) - five_direct) < 1e-9

# Exciton model in the basis of vertical transitions at mesh points k.
mesh = 10
hop = np.array([0.6, 0.5, 0.4])
band_centre, onsite, tail = 6.0, 3.0, 1.0
lattice, dipole, eta = 5.0, 1.0, 0.15
size = mesh**3
integers = np.fft.fftfreq(mesh) * mesh
grid = np.array(np.meshgrid(integers, integers, integers, indexing="ij"))
distance = np.sqrt(np.sum(grid**2, axis=0))
attraction = tail / np.where(distance == 0, 1.0, distance)
attraction[0, 0, 0] = onsite
transition = band_centre - 2*np.tensordot(
    hop, np.cos(2*np.pi*grid/mesh), axes=1)


def apply_bse(vector):
    v = vector.reshape(mesh, mesh, mesh)
    attracted = np.fft.fftn(attraction * np.fft.ifftn(v)).real
    return (transition * v - attracted).ravel()


# Dense matrix assembled separately from the momentum-space kernel.
kernel = np.fft.fftn(attraction).real / size
index = np.array(np.unravel_index(np.arange(size), (mesh,)*3))
difference = (index[:, :, None] - index[:, None, :]) % mesh
h_dense = np.diag(transition.ravel()) - kernel[tuple(difference)]
energies, states = eigh(h_dense)
p = np.full(size, np.sqrt(2.0) * dipole)
weights = (states.T @ p)**2 / np.dot(p, p)
volume = size * lattice**3
coupling = const.e / const.epsilon_0 * 1e10
amplitude = coupling * np.dot(p, p) / volume

steps = 150
a, b, _ = lanczos(apply_bse, p, steps, True)
check_moments(energies, weights, a, b, band_centre)
# Values found by placing electron and hole in the same cell.
assert abs(a[0] - (band_centre - onsite)) < 1e-10
assert abs(b[0] - np.sqrt(2*np.sum(hop**2))) < 1e-10
assert abs(a[1] - (band_centre - tail)) < 1e-10


def eps2(omega, a_coef, b_coef):
    z = omega + 1j*eta
    return -amplitude * (fraction(z, a_coef, b_coef)
                         + fraction(-z, a_coef, b_coef)).imag


omega = np.linspace(0, 12, 601)
z_grid = omega + 1j*eta
g_exact = exact_g(z_grid, energies, weights)
eps2_exact = -amplitude * (g_exact
                           + exact_g(-z_grid, energies, weights)).imag

# Static response from the energy of a ground state in a weak field.
field = 0.01 / np.linalg.norm(p)
bordered = np.zeros((size+1, size+1))
bordered[1:, 1:] = h_dense
bordered[0, 1:] = bordered[1:, 0] = -field * p
shift = eigh(bordered, eigvals_only=True, subset_by_index=[0, 0])[0]
static_field = 1 + coupling/volume * (-2*shift/field**2)
static_fraction = 1 - 2*amplitude*fraction(0.0, a, b).real
assert abs(static_field/static_fraction - 1) < 1e-4

# First frequency moment and large-frequency tail with broadening.
ritz6 = np.linalg.eigvalsh(tridiagonal(a[:6], b[:6]))
integrand = lambda w: w * float(eps2(w, a[:6], b[:6]))
first_integral = (quad(integrand, 0, 30, points=ritz6, limit=500)[0]
                  + quad(integrand, 30, np.inf, limit=500)[0])
first_expected = np.pi * amplitude * np.sum(weights * energies)
assert abs(first_integral/first_expected - 1) < 1e-6
far = 1e4
tail_ratio = far**3*eps2(far, a[:6], b[:6])/(4*amplitude*eta*a[0])
assert abs(tail_ratio - 1) < 1e-3

# Chebyshev error bound on the exact spectral interval.
middle = (energies[-1] + energies[0]) / 2
half = (energies[-1] - energies[0]) / 2
zeta = (z_grid - middle) / half
root = np.sqrt(zeta - 1) * np.sqrt(zeta + 1)
rho = np.abs(zeta + root)
assert np.min(rho) > 1
convergence = []
for n in (3, 10, 20, 40, 80, 150):
    error = np.abs(fraction(z_grid, a[:n], b[:n]) - g_exact)
    bound = 4*rho**(-(2*n-1.0)) / (half*np.abs(root)*(rho-1))
    assert np.all(error <= bound + 1e-10)
    lowest = np.linalg.eigvalsh(tridiagonal(a[:n], b[:n]))[0]
    eps_error = np.max(np.abs(eps2(omega, a[:n], b[:n]) - eps2_exact))
    convergence.append((n, lowest, eps_error, error.max(), bound.max()))
assert convergence[-1][2] < 1e-3 * eps2_exact.max()

# Plain recursion: orthogonality is lost, but the spectrum is retained.
ap, bp, basis_plain = lanczos(apply_bse, p, steps)
overlap_loss = np.max(np.abs(basis_plain @ basis_plain.T - np.eye(steps)))
plain_error = np.max(np.abs(eps2(omega, ap, bp) - eps2_exact))
assert overlap_loss > 1e-3
assert plain_error < 1e-3 * eps2_exact.max()

print(f"mesh points: {size}; lattice constant: {lattice:.1f} angstrom")
print(f"hopping x, y, z: {hop[0]:.1f}, {hop[1]:.1f}, {hop[2]:.1f} eV")
print(f"band centre: {band_centre:.1f} eV; on-site attraction: "
      f"{onsite:.1f} eV; tail strength: {tail:.1f} eV")
print(f"dipole length: {dipole:.1f} angstrom; eta: {eta:.2f} eV")
print(f"amplitude A: {amplitude:.5f} eV")
print(f"lowest free-pair energy: {transition.min():.4f} eV")
print(f"lowest exciton energy: {energies[0]:.6f} eV; "
      f"weight: {weights[0]:.5f}")
print(f"binding energy: {transition.min()-energies[0]:.5f} eV")
print(f"highest energy: {energies[-1]:.5f} eV")
for j in range(6):
    print(f"j={j+1}: a_j={a[j]:.6f} eV, b_j={b[j]:.6f} eV")
t3 = tridiagonal(a[:3], b[:3])
poles, vectors = np.linalg.eigh(t3)
for j in range(3):
    print(f"three-step pole {j+1}: {poles[j]:.5f} eV, "
          f"weight {vectors[0, j]**2:.5f}")
print("moments of E minus band centre (eV^k): k, exact, three steps")
for k in range(7):
    exact = np.sum(weights * (energies-band_centre)**k)
    approx = np.linalg.matrix_power(t3-band_centre*np.eye(3), k)[0, 0]
    print(f"{k}  {exact:.6f}  {approx:.6f}")
print(f"(b1 b2 b3)^2: {np.prod(b[:3]**2):.6f} eV^6")
sample = 3.0
for j in (2, 1, 0):
    value = complex(fraction(sample+1j*eta, a[j:3], b[j:3]))
    print(f"omega={sample:.1f} eV, f_{j+1}: {value.real:.6f} "
          f"{value.imag:+.6f}i eV^-1")
value = complex(fraction(-sample-1j*eta, a[:3], b[:3]))
print(f"same omega, g_3(-z): {value.real:.6f} {value.imag:+.6f}i eV^-1")
print(f"same omega, three-step Im eps: {eps2(sample, a[:3], b[:3]):.5f}")
print("n, lowest pole (eV), max error Im eps, max error g, bound (eV^-1)")
for n, lowest, eps_error, g_error, bound in convergence:
    print(f"{n}  {lowest:.6f}  {eps_error:.2e}  {g_error:.2e}  {bound:.2e}")
print("omega (eV), Im eps: exact, 10 steps, 150 steps")
for w in (2.0, 3.0, 4.0, 5.0, 6.0, 8.0):
    i = int(np.argmin(np.abs(omega-w)))
    print(f"{w:.1f}  {eps2_exact[i]:.5f}  {eps2(w, a[:10], b[:10]):.5f}  "
          f"{eps2(w, a, b):.5f}")
peak = np.argmax(eps2_exact)
print(f"peak on grid: {omega[peak]:.2f} eV, Im eps {eps2_exact[peak]:.4f}")
print(f"static eps: fraction {static_fraction:.5f}, "
      f"weak field {static_field:.5f}")
print(f"integral of omega Im eps: {first_integral:.5f} eV^2; "
      f"pi A mu_1: {first_expected:.5f} eV^2")
print(f"plain recursion, 150 steps: max overlap error {overlap_loss:.2e}, "
      f"max error Im eps {plain_error:.2e}")
print("checks complete")
```

It prints:

```
mesh points: 1000; lattice constant: 5.0 angstrom
hopping x, y, z: 0.6, 0.5, 0.4 eV
band centre: 6.0 eV; on-site attraction: 3.0 eV; tail strength: 1.0 eV
dipole length: 1.0 angstrom; eta: 0.15 eV
amplitude A: 2.89522 eV
lowest free-pair energy: 3.0000 eV
lowest exciton energy: 2.160907 eV; weight: 0.56295
binding energy: 0.83909 eV
highest energy: 8.79437 eV
j=1: a_j=3.000000 eV, b_j=1.240967 eV
j=2: a_j=5.000000 eV, b_j=1.493927 eV
j=3: a_j=5.319130 eV, b_j=1.528340 eV
j=4: a_j=5.496978 eV, b_j=1.487296 eV
j=5: a_j=5.642531 eV, b_j=1.503255 eV
j=6: a_j=5.686071 eV, b_j=1.506016 eV
three-step pole 1: 2.24227 eV, weight 0.68459
three-step pole 2: 4.22303 eV, weight 0.26486
three-step pole 3: 6.85383 eV, weight 0.05055
moments of E minus band centre (eV^k): k, exact, three steps
0  1.000000  1.000000
1  -3.000000  -3.000000
2  10.540000  10.540000
3  -37.780000  -37.780000
4  139.168600  139.168600
5  -517.603752  -517.603752
6  1943.855764  1935.827537
(b1 b2 b3)^2: 8.028227 eV^6
omega=3.0 eV, f_3: -0.429400 -0.027773i eV^-1
omega=3.0 eV, f_2: -0.921831 -0.187599i eV^-1
omega=3.0 eV, f_1: 0.642957 -0.198783i eV^-1
same omega, g_3(-z): -0.172266 +0.004573i eV^-1
same omega, three-step Im eps: 0.56228
n, lowest pole (eV), max error Im eps, max error g, bound (eV^-1)
3  2.242267  5.61e+00  2.12e+00  2.08e+01
10  2.160929  8.90e-01  3.10e-01  1.10e+01
20  2.160907  1.92e-01  6.69e-02  4.47e+00
40  2.160907  1.95e-02  6.78e-03  7.32e-01
80  2.160907  6.39e-05  2.21e-05  1.97e-02
150  2.160907  4.84e-09  1.74e-09  3.51e-05
omega (eV), Im eps: exact, 10 steps, 150 steps
2.0  5.13115  5.13109  5.13115
3.0  2.24933  1.68919  2.24933
4.0  1.06622  1.75501  1.06622
5.0  0.64428  0.53816  0.64428
6.0  0.38043  0.22132  0.38043
8.0  0.06038  0.06608  0.06038
peak on grid: 2.16 eV, Im eps 10.9840
static eps: fraction 3.17617, weak field 3.17614
integral of omega Im eps: 27.28681 eV^2; pi A mu_1: 27.28681 eV^2
plain recursion, 150 steps: max overlap error 5.13e-01, max error Im eps 1.23e-08
checks complete
```
